Fourier tails and egg-box errors in LDA and PBE

PROBLEM

A plane-wave calculation uses orbitals with wavevectors up to G_c along x. One spatial orbital factor is

φ(x) = √0.8 e^{iG_c x} + √0.2 e^{−iG_c x},

and the motion along y and z is uniform. The electrons are spin-unpolarized, and their mean density is n̄ = 0.03 bohr⁻³. Take G_c = 1 bohr⁻¹.

(a) Does the Fourier spectrum of the exchange-correlation (xc) energy density e_xc, the xc energy per volume, end at 2G_c, where that of the density ends?

(b) E_xc is evaluated by summing e_xc over a uniform grid with N points per density period. Estimate the aliasing error and the egg-box, that is, the change of energy when the density moves relative to the grid.

(c) Compare LDA with a GGA, taking PBE as the GGA and PW92 for LDA correlation.

These are model parameters, not those of a material. Hartree atomic units are used unless another unit is given.

SOLUTION

1. The density and its products

Squaring the orbital gives

|φ|² = 0.8 + 0.2 + 2√(0.8·0.2) cos 2G_c x.

With the stated mean density,

n = n̄(1 + A cos θ), θ = qx, q = 2G_c, A = 0.8.

The period is a = 2π/q = 3.1416 bohr. The density has harmonics k = 0 and ±1, the latter at the band edge 2G_c. Its derivative, taken from these coefficients, has the same band.

A polynomial in n has a finite spectrum: n², for example, ends at k = ±2, or 4G_c. The xc functionals behave differently.

2. Why the spectrum does not end

Suppose the LDA function e_xc(n(x)) had finitely many harmonics. It is even in x, so it would be a finite sum of cos kθ. Each cos kθ is a polynomial in cos θ, and cos θ = (n/n̄ − 1)/A. Thus e_xc(n) would be a polynomial in n over the range of densities present. Since LDA e_xc is analytic for n > 0, it would equal that polynomial for every n > 0.

At high density, however, exchange is

e_x = −C_x n^{4/3}, C_x = (3/4)(3/π)^{1/3},

while correlation grows more slowly, as n ln n. No polynomial grows as n^{4/3}. The LDA spectrum therefore has infinitely many harmonics beyond 2G_c. For PBE, the same conclusion follows from a pole found in section 5.

For exchange alone, an infinite tail is not a property of every density. If n = p³, with p a positive trigonometric polynomial of degree m, then n has degree 3m and n^{4/3} = p⁴ has degree 4m. The exchange spectrum then ends, though beyond that of n. If harmonic 4m lies within the 2G_c band, no exchange component lies beyond 2G_c. This construction says nothing about the correlation part, which is not a power of p. A constant density also has no tail.

3. From Fourier coefficients to grid errors

Write e_xc = Σ_k F_k e^{ikθ}. Because e_xc is real and even, F_k is real and F_{−k} = F_k. For grid points x_j = ja/N + s, the mean is

(1/N) Σ_j e_xc(x_j) = Σ_k F_k e^{ikqs} (1/N) Σ_j e^{2πijk/N}.

The last average is 1 if k is a multiple of N and 0 otherwise. Hence

mean(s) = F_0 + 2 Σ_{m≥1} F_{mN} cos(mNqs).

The exact mean is F_0. If F_N dominates the other terms, the cosine runs from −1 to 1, and division by n̄ gives the peak-to-peak egg-box per electron:

Δ ≈ 4|F_N|/n̄.

The coefficients themselves are also aliased. At s = 0 the grid value of F_1 contains every F_{1+mN}, with m any integer. Since F_{1−N} = F_{N−1}, its error is

δF_1 = F_{N−1} + F_{N+1} + F_{2N−1} + F_{2N+1} + ....

For N ≥ 3 the grid distinguishes the density components +q and −q, and n² would give no egg-box. The largest wavevector the grid carries is Nq/2 for even N and (N − 1)q/2 for odd N.

These estimates hold the density fixed. Its translation changes the phases of its Fourier coefficients but not its band. The kinetic energy computed from the orbital coefficients, and the Hartree and external energies computed from the density coefficients, do not depend on the grid origin, provided that the external potential moves with the density. If the total energy is minimized self-consistently, the density response changes the energy at second order in the grid error, because the unperturbed energy is stationary. That correction is not included, and second order need not mean small: it is the square of the grid error's derivative along a density change, divided by twice the energy curvature along that change. The model density is not itself such a minimum. Changing the two orbital weights leaves the kinetic energy fixed, a local external potential is linear in A, and the Hartree plus xc curvature in A at A = 0.8 is negative, −1.1×10⁻³ hartree/bohr³ for LDA and −0.8×10⁻³ for PBE. With the magnitude of that curvature, the PBE second-order term at N = 8 and s = 0 would be 2.9 meV per electron, against a first-order error of 3.1 meV. The results below are therefore fixed-density errors, and they describe a self-consistent calculation only when the density is stiff against the grid error.

4. LDA exchange: a branch point

Let η_0 satisfy A cosh η_0 = 1 and set r = e^{−η_0}. Then A(1 + r²)/(2r) = 1, so

1 + A cos θ = (A/2r)(1 + re^{iθ})(1 + re^{−iθ}).

Here r = 0.5 and η_0 = ln 2 = 0.693. Both factors have positive real part, so their 4/3 powers may be expanded separately in binomial series. Collecting the terms with e^{ikθ} gives

F_k^x = −C_x n̄^{4/3}(A/2r)^{4/3} Σ_{j≥0} binom(4/3,j) binom(4/3,k+j) r^{k+2j}.

For fixed j and large k, binom(4/3,k+j)/binom(4/3,k) tends to (−1)^j. The sum over j becomes (1 − r²)^{4/3}, and

F_k^x ≈ −C_x n̄^{4/3}(A/2r)^{4/3}(1 − r²)^{4/3} binom(4/3,k) r^k.

Since binom(4/3,k) = (−1)^k Γ(k−4/3)/[Γ(−4/3)Γ(k+1)], its magnitude falls as k^{−7/3}. The envelope is therefore

|F_k^x| ∝ k^{−7/3} e^{−kη_0}.

The exponential comes from the zero of n at θ = π + iη_0, where n^{4/3} has a branch point. As a check, this envelope gives F_12/F_8 ≈ (8/12)^{7/3}(0.5)^4 = 0.024; the computed ratio is 1.049×10⁻⁹/4.816×10⁻⁸ = 0.022.

For weak modulation r ≈ A/2, so the tail falls rapidly. As A approaches 1, the density minimum approaches zero, η_0 approaches zero, and the exponential suppression is lost.

5. PBE exchange: a pole below the branch point

PBE multiplies LDA exchange by

F_x(s²) = 1 + κ − κ/D, D = 1 + μs²/κ,

where s is now the reduced gradient:

s² = (dn/dx)²/[4(3π²)^{2/3}n^{8/3}].

On the complex line θ = π + iη, cos θ = −cosh η and sin θ = −i sinh η. Thus

n = n̄(1 − A cosh η),
(dn/dx)² = −(n̄Aq)² sinh²η.

For 0 < η < η_0, n is positive and s² is negative. As η rises from 0 to η_0, |s²| rises continuously from zero to infinity. It must pass κ/μ, where D = 0. PBE exchange therefore has a pole at some η_p < η_0.

For PBE, κ = 0.804 and μ ≈ 0.2195, which give η_p = 0.2296 here. A numerical count finds no second zero of D up to 0.95η_0.

To obtain the pole strength, write W = μ|s²|/κ, so D = 1 − W. At the pole W = 1, and the derivative of ln W gives

D_η = −[2 coth η_p + (8/3)A sinh η_p/(1 − A cosh η_p)].

Now start from

F_k = (1/2π) ∫₀^{2π} e_x(θ)e^{ikθ} dθ

and move the contour upward past the pole. The side contributions cancel by periodicity. Since dθ = i dη, the derivative of D with respect to θ is D_η/i. The singular part of e_x is +C_xκn^{4/3}/D, whose residue is iC_xκn_p^{4/3}/D_η. The residue theorem supplies another factor i, and e^{ikθ} gives (−1)^k e^{−kη_p}. Because D_η is negative,

F_k^x ≈ (−1)^k B e^{−kη_p}, B = C_xκn_p^{4/3}/|D_η|.

With n_p = 5.364×10⁻³ bohr⁻³ and |D_η| = 11.63,

B = 4.80×10⁻⁵ hartree/bohr³.

At k = 8 this predicts 4.80×10⁻⁵(0.7948)^8 = 7.64×10⁻⁶, against the computed 7.42×10⁻⁶ hartree/bohr³. Each further harmonic multiplies the PBE exchange tail by 0.795; for LDA the exponential factor is 0.5. After subtraction of the pole term, the logarithm of the largest remainder in the window k = 6–9 exceeds that of the largest in k = 14–17 by 1.10 per harmonic of separation, compared with η_p = 0.23 for the pole term. This compares two windows and is not an asymptotic rate. This fast fall supports the identification of the pole as the source of the slow tail.

The pole also settles part (a) for PBE. A finite Fourier sum has no singularity at finite complex θ. Exchange diverges at the pole, while the zeros that make PBE correlation singular, located in section 6, lie elsewhere. Correlation is finite at the pole and cannot cancel it, so the PBE spectrum does not end either.

The pole terms can be summed over all aliases. Put b = Nη_p and ψ = Nqs, where s is again the grid shift of section 3, with ψ shifted by π if N is odd. The geometric series gives

1 + 2Σ_{m≥1} e^{−mb} cos mψ = sinh b/(cosh b − cos ψ).

Its extremes are at cos ψ = 1 and −1. Their difference is

sinh b [1/(cosh b − 1) − 1/(cosh b + 1)] = 2/sinh b,

so the exchange egg-box per electron is

Δ_x ≈ 2B/[n̄ sinh(Nη_p)].

For N = 8, sinh(1.837) = 3.06, and Δ_x ≈ 1.05×10⁻³ hartree = 28.4 meV. The direct grid calculation gives 27.7 meV.

For slower density variation, q is smaller and so is |s²| at fixed η. The pole then moves up towards η_0, and the gap between the PBE and LDA exchange decay rates shrinks, closing only in the limit q → 0.

6. PBE correlation: partial cancellation

Exchange alone does not determine the full PBE error. The gradient part of PBE correlation is n times

H = γ ln(Q/P), γ = (1 − ln 2)/π²,
P = 1 + Λt² + Λ²t⁴,
Q = P + (β/γ)t²(1 + Λt²).

Here β ≈ 0.06672, t² = π(dn/dx)²/(16k_F n²), k_F = (3π²n)^{1/3}, and Λ = (β/γ)/[exp(−ε_c/γ) − 1], where ε_c is the LDA correlation energy per electron.

Zeros of Q and P are logarithmic branch points. Those found below η = 0.5, a number confirmed by a separate count, are

Q: θ = π ± 0.0339 + 0.1440i,
P: θ = π ± 0.0823 + 0.1750i.

All four lie below the exchange pole. Let ℓ_k be the Fourier coefficient of ln(Q/P). On the real axis Q and P are positive and periodic, so integration by parts has no boundary term:

ℓ_k = −(1/2πik) ∫₀^{2π} (Q′/Q − P′/P)e^{ikθ} dθ.

The integrand has residue e^{ikθ} at a simple zero of Q and −e^{ikθ} at one of P. Moving the contour upward gives

ℓ_k ≈ −(1/k)[Σ_Q e^{ikθ_Q} − Σ_P e^{ikθ_P}].

The omitted part comes from singularities higher in the complex plane. Multiplication by n = n̄(1 + A cos θ) couples neighbouring harmonics:

F_k^c ≈ γn̄[ℓ_k + (A/2)(ℓ_{k−1} + ℓ_{k+1})].

At k = 8, the zeros give ℓ_7 = 0.0310, ℓ_8 = −0.0274 and ℓ_9 = 0.0241. The bracket is −0.0053, and γn̄ = 9.33×10⁻⁴, so F_8^c ≈ −5.0×10⁻⁶ hartree/bohr³. The LDA part nε_c of the correlation is left out: its coefficient at k = 8, the difference of the LDA xc and LDA exchange values, is −5.60×10⁻⁸ + 4.82×10⁻⁸ ≈ −8×10⁻⁹. The gradient term opposes the exchange term 7.6×10⁻⁶. Their sum, 2.65×10⁻⁶, is 13% above the computed full coefficient, 2.35×10⁻⁶. At k = 12 and 16 the estimate differs from the full coefficient by less than 1%.

The lowest correlation zeros set the eventual exponential rate for full PBE, 0.144 per harmonic, with an additional 1/k factor and a slow oscillation. The cancellation with exchange can nevertheless make a particular coefficient small. The coefficients carry a factor (−1)^k; with it removed, the full coefficient is positive at k = 12 and negative for k = 13 to 16.

7. Comparison

The table gives the egg-box from directly shifted grids, peak to peak, in meV per electron. The columns marked x contain exchange alone.

N | LDA x | PBE x | LDA xc | PBE xc
4 | 19.7 | 93.1 | 22.2 | 67.6
6 | 1.53 | 40.0 | 1.75 | 13.6
8 | 0.175 | 27.7 | 0.203 | 8.08
12 | 0.0038 | 11.1 | 0.0045 | 1.09
16 | 0.00012 | 4.42 | 0.00014 | 1.28

At N = 8 the leading-alias estimate for full LDA is

4(5.60×10⁻⁸)/0.03 = 7.47×10⁻⁶ hartree = 0.203 meV,

in agreement with the table. For full PBE it gives 3.14×10⁻⁴ hartree = 8.5 meV, against 8.08 meV; higher aliases, mainly F_24 and F_32, account for the difference. They move the maximum away from zero shift, so the shifts must be sampled finely: 64 shifts give 8.07 meV. The full PBE egg-box is about 40 times the LDA one at N = 8, but about 3 times at N = 4. There is no universal GGA-to-LDA ratio.

The aliasing error of F_1 at N = 8 is 1.8×10⁻⁷ hartree/bohr³ for LDA and −3.5×10⁻⁶ for PBE. Relative to the magnitude of the respective F_1, these are about 4×10⁻⁵ and 8×10⁻⁴.

The full PBE egg-box rises slightly from N = 12 to N = 16. At N = 12, the leading coefficient is reduced to 1.7×10⁻⁷ hartree/bohr³ by cancellation. The formulas above give F_24 ≈ 1.9×10⁻⁷ − 4.0×10⁻⁷ = −2.1×10⁻⁷, so the second alias is larger than the first and 4|F_N|/n̄ is not a valid estimate there. At N = 16 the first coefficient has grown again, with the opposite sign. One favourable grid is therefore not evidence of convergence.

For an egg-box below 1 meV per electron at every N from the stated value through 60, full LDA needs N = 7 and full PBE N = 22. The corresponding spacings are 0.449 and 0.143 bohr.

This model is deliberately severe, because its whole modulation sits at the density cutoff. Densities with weak components there can have much smaller errors, so the amplitudes and grid requirements should not be transferred to them. Another GGA has its own complex singularities and needs its own estimate. The numerical check checks the coefficient formulas and the alias sums against direct evaluation of the functionals.

Calculated quantities

```
mean density = 0.030 bohr^-3; modulation A = 0.800
orbital cutoff = 1.000 bohr^-1; density cutoff = 2.000 bohr^-1
density period = 3.14159 bohr
LDA branch height eta0 = 0.693147; exp(-eta0) = 0.500000
PBE exchange pole height eta_p = 0.229638; exp(-eta_p) = 0.794821
density at pole = 5.364410e-03 bohr^-3; |D_eta| = 11.62575
pole strength B = 4.796409e-05 hartree/bohr^3
decay rate after removing pole = 1.0952 per harmonic
correlation zero Q: theta = 3.175510, eta = 0.143955
correlation zero Q: theta = 3.107675, eta = 0.143955
correlation zero P: theta = 3.059325, eta = 0.174971
correlation zero P: theta = 3.223860, eta = 0.174971
mean xc energy per electron: LDA -0.292769, PBE -0.298205 hartree
coefficients F_k, hartree/bohr^3: k, LDA x, PBE x, LDA xc, PBE xc
 1 -3.5962e-03 -3.4775e-03 -4.2067e-03 -4.1354e-03
 2 -2.6339e-04 -6.1972e-05 -2.8297e-04 -2.3240e-04
 3  2.7279e-05 -5.2055e-05  3.0177e-05 -2.8638e-05
 4 -5.4373e-06  2.2023e-05 -6.1126e-06  1.8926e-05
 6 -4.2037e-07  1.0202e-05 -4.8227e-07  4.0718e-06
 8 -4.8155e-08  7.4234e-06 -5.5997e-08  2.3530e-06
12 -1.0494e-09  3.0481e-06 -1.2429e-09  1.7226e-07
16 -3.1772e-11  1.2168e-06 -3.8113e-11 -3.5215e-07
PBE estimates, hartree/bohr^3: k, exchange pole, correlation logs, sum
 8  7.6396e-06 -4.9863e-06  2.6533e-06
12  3.0489e-06 -2.8763e-06  1.7262e-07
16  1.2168e-06 -1.5689e-06 -3.5209e-07
egg-box peak-to-peak, meV/electron: N, LDA x, PBE x, LDA xc, PBE xc
 4 1.9731e+01 9.3057e+01 2.2182e+01 6.7619e+01
 6 1.5252e+00 3.9993e+01 1.7498e+00 1.3604e+01
 8 1.7472e-01 2.7655e+01 2.0317e-01 8.0719e+00
12 3.8073e-03 1.1104e+01 4.5093e-03 1.0928e+00
16 1.1527e-04 4.4175e+00 1.3828e-04 1.2763e+00
PBE exchange pole estimate: N=8 28.4394, N=12 11.1070 meV/electron
aliasing error of F_1 at N=8: LDA xc 1.7996e-07, PBE xc -3.4667e-06 hartree/bohr^3
smallest N with egg-box below 1 meV/electron from there to N=60:
LDA x: N = 7, spacing = 0.44880 bohr
PBE x: N = 23, spacing = 0.13659 bohr
LDA xc: N = 7, spacing = 0.44880 bohr
PBE xc: N = 22, spacing = 0.14280 bohr
```
